# Why channelled ions form deep tails: the critical angle of a row

**Question.** Boron ions are implanted along a crystal axis. Most stop at a depth that a random arrangement of the same atoms would explain, but some go several times deeper and form a tail. Why does alignment let an ion go so deep, and how far may the beam be tilted before the effect is lost?

## The mechanism: many small pushes instead of one large one

Seen along an axis, a crystal is an array of parallel atomic rows with open space between them. An ion approaching a row at a small angle passes many of its atoms at nearly the same distance. Each repels it slightly, and the pushes add up to a gentle reflection. The ion returns to the open space without having come near a nucleus.

Three questions follow: what wall does the row present, when does it cease to act as a wall, and what does keeping away from nuclei do to the range?

The motion is taken as classical, the angles as small and the atoms at first as static. The algebra uses atomic units. The ion has charge $Z_1$, mass $M_1$, speed $v$ and energy $E=M_1v^2/2$; the row atoms have charge $Z_2$, mass $M_2$ and spacing $d$.

## The row as a smooth wall

For the screened repulsion at separation $R$ take

$$V(R)=Z_1Z_2\left[\frac1R-\frac1{\sqrt{R^2+C^2a^2}}\right],\qquad C^2=3,$$

with the Thomas-Fermi length $a=(9\pi^2/128)^{1/3}(Z_1^{2/3}+Z_2^{2/3})^{-1/2}$. This is a model potential: Coulombic close in, and $Z_1Z_2C^2a^2/(2R^3)$ far out.

Averaged along the row, it gives at distance $r$ from the axis

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

Cut the integral at $\pm L$. For large $L$, $\int_{-L}^{L}dz/\sqrt{r^2+z^2}\to2\ln(2L/r)$. The second term gives the same with $r$ replaced by $\sqrt{r^2+C^2a^2}$. In the difference $L$ cancels:

$$U(r)=\frac{Z_1Z_2}{d}\ln\!\left(1+\frac{C^2a^2}{r^2}\right)\approx\frac{B}{r^2},\qquad B=\frac{Z_1Z_2C^2a^2}{d}.$$

The last form needs $r$ well above $Ca$.

Now let the ion pass one atom at distance $r$ on a nearly straight line. The transverse momentum it receives is

$$\Delta p=-\frac1v\frac{\partial}{\partial r}\int V\,dz=-\frac{d\,U'(r)}{v}.$$

Dividing by $M_1v$, and using $M_1v^2=2E$, gives the change of its slope $\theta=dr/dz$:

$$\Delta\theta=-\frac{d\,U'(r)}{2E}.$$

If $r$ changes little from atom to atom, the kicks may be spread over the spacing, so that $d\theta/dz=-U'(r)/(2E)$. Multiply by $2E\theta$ and use $\theta=dr/dz$:

$$\frac{d}{dz}(E\theta^2)=-\frac{dU}{dz}\quad\Longrightarrow\quad W=E\theta^2+U(r)=\text{constant}.$$

$W$ is the transverse energy. The ion keeps its distance from the nuclei as long as $W$ is conserved and small enough.

## Where the wall breaks up

Let the ion come from afar at angle $\psi$, aimed at the row axis. An ion that misses the axis has angular momentum about it and, at the same $W$, turns farther out, so the head-on case is the severe one. In the inverse-square region $E\theta^2+B/r^2=E\psi^2$. At the turning point $\theta=0$, so

$$r_m=\frac{\sqrt{B/E}}{\psi},\qquad \left(\frac{dr}{dz}\right)^2=\psi^2\left(1-\frac{r_m^2}{r^2}\right).$$

Multiplying by $r^2$ and writing $s=r^2$ gives $(ds/dz)^2=4\psi^2(s-r_m^2)$. With the turn at $z=0$ the solution is

$$r^2=r_m^2+\psi^2z^2 .$$

The potential felt by the ion falls to half its peak at $z=\pm r_m/\psi$. This is the length of the turn. A steeper ion turns closer in and over a shorter length. When that length falls below one spacing, the ion no longer samples a row but meets one or two particular atoms. The requirement $r_m/\psi\ge d$ reads $\sqrt{B/E}\ge d\psi^2$, so the limiting angle is

$$\boxed{\psi_c=\left(\frac{B}{Ed^2}\right)^{1/4}=\left(\frac{Z_1Z_2C^2a^2}{E\,d^3}\right)^{1/4}}$$

The corresponding closest distance is $r_c=d\psi_c$, and $U(r_c)=E\psi_c^2$ in the inverse-square form. The kick from one atom at $r_c$ is then $dB/(Er_c^3)=\psi_c$, as large as the incident angle itself.

## Why the failure is steep

The choice of "one spacing" would be arbitrary if steering faded slowly. To see how it fades, restore the atoms. Kicks at $z=z_0+nd$ multiply the smooth force by

$$d\sum_n\delta(z-z_0-nd)=1+2\cos\kappa(z-z_0)+\dots,\qquad \kappa=\frac{2\pi}{d}.$$

The 1 is the smooth wall. The first harmonic changes $W$ at the rate $dW/dz=-2(dU/dz)\cos\kappa(z-z_0)$. Integrate by parts, with $U\to0$ at both ends:

$$\Delta W=-2\kappa\int U\sin\kappa(z-z_0)\,dz=2\kappa\sin(\kappa z_0)\int U\cos\kappa z\,dz ,$$

where the odd part vanished because $U$ is even in $z$ along the smooth path. There $U=E\psi^2r_m^2/(r_m^2+\psi^2z^2)$, and the standard integral $\int\cos\kappa z/(\alpha^2+z^2)\,dz=\pi e^{-\kappa\alpha}/\alpha$ with $\alpha=r_m/\psi$ gives

$$\frac{|\Delta W|_{\max}}{E\psi^2}=2\pi\kappa\frac{r_m}{\psi}e^{-\kappa r_m/\psi}=4\pi^2q\,e^{-2\pi q},\qquad q=\frac{r_m}{\psi d}=\frac{\psi_c^2}{\psi^2}.$$

This is about $2\times10^{-4}$ at $0.7\psi_c$, 0.07 at $\psi_c$ and 1 at $1.5\psi_c$. So $\psi_c$ marks a steep but continuous loss of steering.

The estimate is of first order in the harmonic. Following the kicks numerically in the inverse-square potential confirms the exponent: once the factor $q$ in front is divided out, the fitted decay between $q=3$ and $q=4$ is 6.31 per unit $q$, against $2\pi=6.28$. The prefactor is less reliable: the true change is 1.7 times the estimate at $q=4$, 1.8 times at $0.7\psi_c$ and 2.3 times at $\psi_c$, where it reaches 0.17.

A test that uses neither averaging nor kicks integrates Newton's equations past individual fixed atoms, with the full pair potential, for the 10000 eV ion treated below. Take half the range of the ratio of outgoing to incoming $W$, over different starting positions along the row. It is 0.00018 at $0.7\psi_c$, 0.077 at $\psi_c$ and 11 at $1.5\psi_c$. The first two values lie close to the first-order estimate partly by compensation: the estimate is about a factor 2 low for the inverse-square row, and the full potential, softer close in, gives a smaller change. The last value means that some ions leave with more than 20 times their initial transverse energy (about 17 times if the atoms are allowed to recoil): they have hit single atoms hard, and first-order theory no longer applies.

## Which ions enter a channel

An ion crossing the surface at distance $r_{in}$ from the nearest row, with tilt $\psi$, starts with $W=E\psi^2+U(r_{in})$. Even a perfectly parallel ion thus acquires transverse energy if it enters close to a row. In the kick calculation an ion starting parallel at $1.5r_c$ gains 1.04 times the local potential.

Take $W\le E\psi_c^2$ as a sharp condition for steering, although the loss is in fact gradual. With $U=B/r^2$ and $B=E\psi_c^2r_c^2$ this becomes

$$r_{in}^2\ge\frac{r_c^2}{1-\psi^2/\psi_c^2}.$$

If $A$ is the area per row, this condition gives a steered fraction of one minus $\pi r_c^2/[A(1-\psi^2/\psi_c^2)]$. The estimate reaches zero at

$$\psi_{edge}=\psi_c\sqrt{1-\pi r_c^2/A},$$

somewhat below $\psi_c$, because even the point farthest from a row has some potential. Only the nearest row is counted here, and its cell is taken as a circle of area $A$. In a crystal the steered fraction falls gradually around this angle instead of vanishing there.

## Why steered ions go deep

Keeping outside $r_c$ removes the hard collisions. The energy given to an atom passed at distance $p$ is, with $v^2=2E/M_1$ and $U'=-2B/p^3$,

$$T(p)=\frac{(\Delta p)^2}{2M_2}=\frac{M_1d^2U'^2}{4M_2E}=\frac{M_1}{M_2}\frac{d^2B^2}{E\,p^6}.$$

For atomic density $N$, and with passages outside $r_c$ taken to be as frequent as in a random target, the nuclear loss per length is

$$S=N\int_{r_c}^{\infty}T\,2\pi p\,dp=\frac{\pi}{2}N\frac{M_1}{M_2}\frac{d^2B^2}{E\,r_c^4}=\frac{\pi}{2}N\frac{M_1}{M_2}B .$$

The last step uses $r_c^4=d^2B/E$. The energy cancels: a slower ion suffers stronger pushes but is kept farther away. Confinement to the area outside $r_c$ makes the remaining passages more frequent by a factor $1/(1-\pi r_c^2/A)$. This factor is left out of $S$; its effect at the initial energy is checked below. The factor grows without limit as the channel closes, but it acts only on the shrinking ring between $r_c$ and the edge of the cell. With $t=\pi r_c^2/A$ the ring contributes $S(1-t^2)/(1-t)=S(1+t)$ and the more distant rows about $St^2$, so in this potential $S$ is too low by at most a factor near 3, over the last part of the path.

The electrons also brake the ion. At these speeds the Lindhard-Scharff formula gives a loss proportional to velocity, $k\sqrt E$, here taken to be the same in the channel as elsewhere. Since $r_c\propto E^{-1/4}$ grows as the ion slows, the channel closes at an energy $E_1$ where $r_c$ equals the radius $R_0=\sqrt{A/\pi}$ of the cell around a row. The depth reached from initial energy $E_0$ is, with $x=\sqrt E$,

$$D=\int_{E_1}^{E_0}\frac{dE}{k\sqrt E+S}=\frac2k\left[x_0-x_1-\frac Sk\ln\frac{kx_0+S}{kx_1+S}\right].$$

This supposes that the ion stays steered all the way. Friction helps an ion whose $W$ is mostly kinetic: it reduces the transverse kinetic energy in proportion to $E$, whereas the permitted $E\psi_c^2$ falls only as $\sqrt E$. An ion whose $W$ is mostly potential is not helped in this way and may be lost earlier.

## The numbers for boron

Take boron at $E_0=10000$ eV along a cube axis of a crystal in the regime of silicon: $Z_1=5$, $Z_2=14$, masses 11 and 28 u, and a rough spacing $d=5.4$ angstrom. There are eight atoms per $d^3$, so $A=d^2/8=3.65$ angstrom² and $R_0=1.08$ angstrom.

The screening length is $a=0.1585$ angstrom. With the energy scale $E_s=2Z_1Z_2d/a^2=4.33\times10^5$ eV the formula becomes

$$\psi_c^4=\frac32\,\frac{E_s}{E_0}\left(\frac ad\right)^4=\frac32(43.3)\left(\frac{0.1585}{5.4}\right)^4\approx4.8\times10^{-5}.$$

Hence $\psi_c=0.083$ rad, or 4.8 degrees, and $r_c=0.45$ angstrom. This exceeds $Ca=0.27$ angstrom, but not by a wide margin. Solving $U(r)=E(r/d)^2$ with the full logarithm gives 4.6 degrees, and with the ZBL universal potential 4.3 degrees. The inverse-square form is thus about 12% above the ZBL value.

The condition $r_c>Ca$ is equivalent to $E<E_s/6$, about 72000 eV; near and above that energy the quarter-power law should not be used. Below it the law can be tested by finding, in the kick calculation with the full logarithm, the angle at which $W$ changes by 10%. This is 8.3 degrees at 1000 eV and 4.8 degrees at 10000 eV, a power of $-0.234$ instead of $-0.25$. Full trajectories past the atoms give 8.4 to 8.5 and 4.9 degrees, a power near $-0.24$.

At zero tilt the fraction lost on entry is $\pi(0.45)^2/3.65=0.17$. The entry limit is $4.78\sqrt{1-0.174}\approx4.3$ degrees. Summing the potential over all rows gives 4.2 degrees in the inverse-square form and 3.8 degrees with the full logarithm.

For the depth, $B=E_0\psi_c^2r_c^2=69.5\times0.45^2\approx14$ eV angstrom² gives $S=0.44$ eV/angstrom. A random target takes 8.05 eV/angstrom from the ion by nuclear collisions at the start, and 98% of this comes from passages inside $r_c$. The remaining 2%, even when divided by $1-0.17$ to allow for the confinement, is below $S$, so $S$ is a cautious estimate at this energy. The initial electronic loss is 6.61 eV/angstrom, so $k=0.0661$ in eV and angstrom units. The channel closes near 305 eV, hence $x_0=100$, $x_1=17.5$ and

$$D=\frac{2}{0.0661}\left[82.5-6.66\ln\frac{7.05}{1.59}\right]\approx2200\ \text{angstrom}=220\ \text{nm}.$$

Letting the nuclear loss rise with confinement, from $1.2S$ at the start to about $2.7S$ near 300 eV, lowers this to about 2040 angstrom.

In a random target, followed by Monte Carlo with ZBL collisions and the same electronic loss, the mean depth is 456 angstrom (46 nm). The deepest of 3000 ions reaches about 1150 angstrom. The channelled depth is 4.8 times the random mean.

To test the cause, repeat the random calculation with all passages inside $r_c(E)$ removed (at low energy the excluded radius is capped just below the largest passage distance). The mean depth rises to 2290 angstrom, of the same size as the channelled value. The two are not strictly comparable: these ions are followed down to 20 eV (stopped at 305 eV they reach 2140 angstrom), their nuclear loss is about half of $S$, and their paths are not straight. The mean path grows from 800 to 2610 angstrom, and the ratio of mean depth to mean path from 0.57 to 0.88. The ions go deeper because they lose energy more slowly and because they keep their direction. In the crystal, the row wall is what enforces this exclusion.

## Real wafers and the choice of tilt

The parameters are roughly those of silicon. One assumption that real wafers break is the static row. Let each atom be displaced at random by a rough 0.08 angstrom in each transverse direction. After one head-on reflection the ratio of outgoing to incoming $W$ then has a standard deviation of 0.10 at $0.5\psi_c$. At $0.8\psi_c$, where the static row is still nearly a perfect mirror, it is 0.6 in the sample of 2000 ions used here, but a few hard-hit ions dominate this value and it varies from sample to sample. Vibration therefore narrows the useful angle and removes ions along the way, as defects, surface oxide and scattering by electrons also can. An ion lost early stops not far beyond the point of loss, instead of near 220 nm. The calculated depth thus marks roughly the far end of the tail in this model (with no nuclear loss at all it would be about 250 nm), while the tail between the end of the random distribution, near 115 nm, and 220 nm is filled by ions lost on the way; its shape is not predicted here. The electronic loss matters too: lowering $k$ by 20%, with all else fixed, moves $D$ to about 270 nm, while raising it by 50% gives about 150 nm against a random mean of 41 nm.

The entry limit also bears on the tilt. Put $t=\sqrt{E_1/E}$. Then $r_c^2=R_0^2t$ and $\psi_c^2=(R_0/d)^2t$, so

$$\psi_{edge}^2=\left(\frac{R_0}{d}\right)^2t(1-t)\le\left(\frac{R_0}{2d}\right)^2 .$$

The maximum lies at $t=1/2$, that is $E=4E_1\approx1200$ eV, and equals $1.08/10.8=0.10$ rad, or 5.7 degrees. At lower energy the row repels more strongly, but the open space shrinks. In this circular-cell estimate, a tilt of 7 degrees therefore exceeds the entry limit of this axis wherever the inverse-square form holds. The rows in fact form a square net whose open centres lie $d/4=1.35$ angstrom from four rows at once. Summing the potential over all rows, and requiring that the ion stay outside $r_c$ of every row, gives a maximum of 5.4 degrees near 1100 eV (5.1 degrees with the full logarithm). The margin is wider at 10000 eV and under 2 degrees near the maximum. Since steering is lost continuously, an ion just beyond the limit may still be guided for some distance. Such a tilt does not prevent entry into other axes or between atomic planes, nor later capture of ions scattered by displaced atoms, so a tilted implant can still have a tail. The main computed values are collected in the numerical output below.

## Calculated quantities

```
ion energy: 10000 eV
row spacing (rough): 5.4 angstrom
ion charge Z1: 5
row atom charge Z2: 14
ion mass (rounded): 11 u
row atom mass (rounded): 28 u
vibration per direction (rough): 0.08 angstrom
screening length a: 0.1585 angstrom
C a: 0.2746 angstrom
energy scale 2 Z1 Z2 d/a^2: 4.33e+05 eV
critical angle psi_c: 4.78 degrees
critical angle psi_c, converted: 0.0834 rad
closest safe distance r_c: 0.45 angstrom
row potential at r_c: 59.1 eV
transverse energy E psi_c^2: 69.5 eV
criterion with full log potential: 4.57 degrees
criterion with ZBL potential: 4.26 degrees
one-atom kick at r_c, impulse: 3.48 degrees
one-atom kick at r_c, exact: 3.36 degrees
fitted decay per unit q: 6.306
expected decay 2 pi: 6.283
kick map / first-order estimate, q=4: 1.73
entry test, gained/local potential: 1.04
Newton, relative change at 0.7 psi_c: 0.00018
kick map, relative change at 0.7 psi_c: 0.00018
Newton, relative change at 1.0 psi_c: 0.077
kick map, relative change at 1.0 psi_c: 0.086
Newton, relative change at 1.5 psi_c: 11
kick map, relative change at 1.5 psi_c: 17
10% change angle at 1000 eV: 8.29 degrees
10% change angle at 10000 eV: 4.84 degrees
fitted power of energy: -0.234
thermal rms change at 0.5 psi_c: 0.099
thermal rms change at 0.8 psi_c: 0.6
area per row: 3.65 angstrom^2
row-cell radius: 1.08 angstrom
fraction lost on entry, zero tilt: 0.17
electronic loss at start: 6.61 eV/angstrom
random nuclear loss at start: 8.05 eV/angstrom
share of it from inside r_c: 0.98
channelled nuclear loss, ceiling: 0.44 eV/angstrom
energy where channel closes: 305 eV
random mean depth: 456 angstrom
random mean depth, converted: 45.6 nm
random mean path length: 800 angstrom
random 99% depth: 973 angstrom
deepest of the random ions: 1.15e+03 angstrom
mean depth, hard collisions removed: 2.29e+03 angstrom
mean path, hard collisions removed: 2.61e+03 angstrom
channelled depth: 2.2e+03 angstrom
channelled depth, converted: 220 nm
channelled / random mean depth: 4.8
```
